# Static Density Response and Local Field Factor from Monte Carlo Energies: verification in Python

```python
# Result under test: for H(A) = H0 + sum_i 2 A cos(q x_i), the energy per particle is
#   e(A) = e0 + (chi/n) A^2 + c4 A^4 + c6 A^6 + ...,
# and the local field factor G obeys 1/chi = 1/chi0 - w(q) (1 - G).
# chi, chi0: interacting and ideal static density response; n: density; w: interaction.
# Model: spinless fermions on a ring, softened Coulomb repulsion, Hartree atomic units.
# Diffusion Monte Carlo (DMC) energies are compared with exact diagonalization (ED)
# in a plane-wave determinant basis. In this model the DMC nodes are exact.
from itertools import combinations
import numpy as np
from numpy.polynomial.chebyshev import chebval
from scipy.linalg import eigh
from scipy.optimize import minimize, minimize_scalar
from scipy.special import k0

N, LENGTH, MODE, SOFT = 3, 12.0, 2, 1.0
DENSITY = N / LENGTH
UNIT_K = 2 * np.pi / LENGTH
Q = MODE * UNIT_K


def interaction(k):
    return 2 * k0(abs(k) * SOFT)


def build(states, length, mode):
    """Kinetic, interaction and sum_i cos(q x_i) matrices between determinants."""
    index = {s: i for i, s in enumerate(states)}
    size, unit = len(states), 2 * np.pi / length
    kinetic = np.zeros(size)
    repulsion, cosine = np.zeros((size, size)), np.zeros((size, size))
    transfers = [(g, interaction(g * unit) / length)
                 for s in range(1, int(round(length)) + 1) for g in (s, -s)]

    def add(matrix, column, new, value):
        row = index.get(tuple(sorted(new)))
        if row is not None:
            swaps = sum(a > b for a, b in combinations(new, 2))
            matrix[row, column] += -value if swaps % 2 else value

    for column, state in enumerate(states):
        kinetic[column] = 0.5 * unit**2 * sum(k * k for k in state)
        for a in range(len(state)):
            for g in (mode, -mode):
                new = list(state)
                new[a] += g
                add(cosine, column, new, 0.5)
            for b in range(a):
                for g, value in transfers:
                    new = list(state)
                    new[a] += g
                    new[b] -= g
                    add(repulsion, column, new, value)
    return np.diag(kinetic), repulsion, cosine


def orbitals(count):
    return [float(k) for k in np.arange(count) - (count - 1) / 2]


def spectral_chi(particles, length, mode, count):
    """Linear response from the ground state and the sector of momentum q."""
    states = [s for s in combinations(orbitals(count), particles)
              if sum(s) in (0, mode)]
    total = np.array([sum(s) for s in states])
    kinetic, repulsion, cosine = build(states, length, mode)
    h = kinetic + repulsion
    low, high = np.where(total == 0)[0], np.where(total == mode)[0]
    value, vector = eigh(h[np.ix_(low, low)], subset_by_index=[0, 0])
    source = cosine[np.ix_(high, low)] @ vector[:, 0]
    shifted = h[np.ix_(high, high)] - value[0] * np.eye(len(high))
    return -8 / length * source @ np.linalg.solve(shifted, source)


def ideal_chi(particles, length, mode):
    """Sum over transitions from occupied to empty plane waves."""
    k = np.arange(particles) - (particles - 1) / 2
    k = k[k + mode > (particles - 1) / 2 + 0.1]
    gaps = 0.5 * (2 * np.pi / length)**2 * ((k + mode)**2 - k**2)
    return -2 / length * np.sum(1 / gaps)


def energy_series(h, cosine, order=6):
    """Rayleigh-Schroedinger coefficients of the energy per particle."""
    values, vectors = np.linalg.eigh(h)
    v = vectors.T @ (2 * cosine) @ vectors
    first = np.zeros(len(values))
    first[0] = 1
    psi, energy = [first], [values[0]]
    for level in range(1, order + 1):
        image = v @ psi[level - 1]
        energy.append(image[0])
        rhs = image - sum(energy[k] * psi[level - k] for k in range(1, level + 1))
        correction = np.zeros(len(values))
        correction[1:] = -rhs[1:] / (values[1:] - values[0])
        psi.append(correction)
    return np.array(energy) / N


# ---------- exact diagonalization with the external potential ----------
states = [s for s in combinations(orbitals(19), N) if sum(s) % 2 == 0]
KINETIC, REPULSION, COSINE = build(states, LENGTH, MODE)
H0 = KINETIC + REPULSION


def ground(amplitude, h=H0):
    value, vector = eigh(h + 2 * amplitude * COSINE, subset_by_index=[0, 0])
    vector = vector[:, 0]
    return value[0] / N, vector @ COSINE @ vector / LENGTH


series = energy_series(H0, COSINE)
e0, c2, c4, c6 = series[::2]
ideal = energy_series(KINETIC, COSINE)
chi, chi0, wq = DENSITY * c2, ideal_chi(N, LENGTH, MODE), interaction(Q)


def local_field(response, reference=chi0):
    return 1 - (1 / reference - 1 / response) / wq


G = local_field(chi)
assert np.max(np.abs(series[1::2])) < 1e-8
assert abs(DENSITY * ideal[2] / chi0 - 1) < 1e-8
assert abs(spectral_chi(N, LENGTH, MODE, 19) / chi - 1) < 1e-7
slope = [(ground(a)[0] - e0) / a**2 for a in (0.01, 0.02)]
assert abs((4 * slope[0] - slope[1]) / 3 - c2) < 1e-4
a = 0.05
e_test, density_test = ground(a)
# the remainder is the next even order, a fraction of the sixth-order term
assert abs(e_test - (e0 + c2*a**2 + c4*a**4 + c6*a**6)) < 0.25 * abs(c6 * a**6)
density_series = DENSITY * (c2*a + 2*c4*a**3 + 3*c6*a**5)
assert abs(density_series / density_test - 1) < 1e-3
a = 0.005
density_small = ground(a)[1]
effective = a + wq * (1 - G) * density_small
density_ideal = ground(effective, KINETIC)[1]
assert abs(density_ideal / density_small - 1) < 1e-3

# ---------- choice of amplitudes, tested with synthetic noise ----------
SIGMA = 5e-5
rng = np.random.default_rng(7)


def slope_weights(amplitudes, terms):
    design = np.array([[x**(2 * p) for p in range(terms)] for x in amplitudes])
    return np.linalg.pinv(design)[1]


def noisy_rms(amplitudes, terms):
    exact = np.array([ground(x)[0] for x in amplitudes])
    data = exact + SIGMA * rng.standard_normal((20000, len(exact)))
    return np.sqrt(np.mean((data @ slope_weights(amplitudes, terms) - c2)**2))


def variance_factor(t):
    return (1 + t)**2 / t**2 + 1 / (t * (1 - t))**2 + t**2 / (1 - t)**2


def best_two(c_four):
    return (np.sqrt(2) * SIGMA / abs(c_four))**0.25


t_best = minimize_scalar(lambda t: t * variance_factor(t),
                         bounds=(0.1, 0.9), method="bounded").x
g_best = variance_factor(t_best)


def best_three(c_six):
    return (SIGMA**2 * g_best / (2 * c_six**2 * t_best**2))**(1 / 12)


a_two, a_three = best_two(c4), best_three(c6)
rms_two = [noisy_rms([0, s * a_two], 2) for s in (0.7, 1, 1.4)]
rms_three = [noisy_rms([0, s * a_three * np.sqrt(t_best), s * a_three], 3)
             for s in (0.7, 1, 1.5)]
formula_two = np.sqrt(2 * np.sqrt(2) * SIGMA * abs(c4))
formula_three = np.sqrt(1.5 * SIGMA**2 * g_best) / a_three**2
assert rms_two[1] < min(rms_two[0], rms_two[2])
assert rms_three[1] < min(rms_three[0], rms_three[2])
# tolerances cover the orders beyond the leading bias in each formula
assert abs(rms_two[1] / formula_two - 1) < 0.10
assert abs(rms_three[1] / formula_three - 1) < 0.25

# ---------- trial function and diffusion Monte Carlo ----------
harmonics = np.arange(1, int(round(LENGTH)) + 1)
PAIR = np.r_[0, 2 / LENGTH * interaction(harmonics * UNIT_K)]


def trial(x, amplitude, beta, gamma):
    """Log of |trial|, its gradient, local energy and nodal-cell parity."""
    d = x - x[[1, 2, 0]]
    c, s = np.cos(UNIT_K * d), np.sin(UNIT_K * d)
    gap = 1 - c
    force = UNIT_K * s * (0.5 / gap + beta)
    cos_sum = np.cos(Q * x).sum(0)
    gradient = force - force[[2, 0, 1]] + gamma * Q * np.sin(Q * x)
    laplacian = (2 * UNIT_K**2 * (beta * c - 0.5 / gap).sum(0)
                 + gamma * Q**2 * cos_sum)
    local = (-0.5 * (laplacian + (gradient**2).sum(0))
             + chebval(c, PAIR).sum(0) + 2 * amplitude * cos_sum)
    log_psi = (0.5 * np.log(gap) - beta * c).sum(0) - gamma * cos_sum
    return log_psi, gradient, local, np.floor(d / LENGTH).sum(0) % 2


step = LENGTH / 24
line = np.arange(24) * step
GRID = np.array(np.meshgrid(line, line + step/3, line + 2*step/3)).reshape(3, -1)


def variational(parameters, amplitude):
    log_psi, _, local, _ = trial(GRID, amplitude, *parameters)
    weight = np.exp(2 * (log_psi - log_psi.max()))
    return (weight * local).sum() / weight.sum() / N


AMPS = np.array([0, 0.06, 0.10, 0.16])
fits = [minimize(variational, (0.3, 2 * x), args=(x,), method="Nelder-Mead",
                 options={"xatol": 1e-3, "fatol": 1e-8}) for x in AMPS]
e_var = np.array([f.fun for f in fits])
e_exact = np.array([ground(x)[0] for x in AMPS])
assert np.all(e_var > e_exact - 1e-6)

TAU, WALKERS, WARMUP, BLOCK, BLOCKS = 0.05, 400, 800, 400, 18
parameters = (AMPS[:, None], np.array([[f.x[0]] for f in fits]),
              np.array([[f.x[1]] for f in fits]))


def limited(gradient):
    u = TAU * (gradient**2).sum(0)
    return gradient * 2 / (1 + np.sqrt(1 + 2 * u))


x = rng.uniform(0, LENGTH, (N, len(AMPS), WALKERS))
log_psi, gradient, local, parity = trial(x, *parameters)
drift = limited(gradient)
weight = np.ones_like(local)
trace, accepted = [], 0.0
for move in range(WARMUP + BLOCK * BLOCKS):
    noise = np.sqrt(TAU) * rng.standard_normal(x.shape)
    y = x + TAU * drift + noise
    new_log, gradient, new_local, new_parity = trial(y, *parameters)
    new_drift = limited(gradient)
    back = x - y - TAU * new_drift
    log_ratio = (2 * (new_log - log_psi)
                 + ((noise**2).sum(0) - (back**2).sum(0)) / (2 * TAU))
    accept = ((np.log(rng.random(local.shape)) < log_ratio)
              & (new_parity == parity))
    old_local = local
    x = np.where(accept, y, x)
    drift = np.where(accept, new_drift, drift)
    log_psi = np.where(accept, new_log, log_psi)
    local = np.where(accept, new_local, local)
    reference = local.mean(1, keepdims=True)
    weight *= np.exp(-TAU * (0.5 * (old_local + local) - reference))
    if move >= WARMUP:
        trace.append((weight * local).sum(1) / weight.sum(1) / N)
        accepted += accept.mean()
    if move % 20 == 19:
        for row in range(len(AMPS)):
            cumulative = np.cumsum(weight[row]) / weight[row].sum()
            comb = (np.arange(WALKERS) + rng.random()) / WALKERS
            chosen = np.minimum(np.searchsorted(cumulative, comb), WALKERS - 1)
            x[:, row] = x[:, row, chosen]
        log_psi, gradient, local, parity = trial(x, *parameters)
        drift = limited(gradient)
        weight[:] = 1
accepted /= len(trace)
blocks = np.array(trace).reshape(BLOCKS, BLOCK, len(AMPS)).mean(1)
e_dmc = blocks.mean(0)
error = blocks.std(0, ddof=1) / np.sqrt(BLOCKS)
# 5e-5 hartree allows for finite time step and finite population
assert np.all(np.abs(e_dmc - e_exact) < 4 * error + 5e-5)

results = []
for name, terms in (("quadratic", 2), ("quartic", 3)):
    row = DENSITY * slope_weights(AMPS, terms)
    estimate, noiseless = row @ e_dmc, row @ e_exact
    spread = np.sqrt(np.sum((row * error)**2))
    assert abs(estimate - noiseless) < 4 * spread
    results.append((name, estimate, spread, noiseless - chi, local_field(estimate),
                    spread / (wq * chi**2), local_field(noiseless) - G))
assert abs(results[1][3]) < abs(results[0][3])
shift = 1e-5
numeric = abs(local_field(chi + shift) - local_field(chi - shift)) / (2 * shift)
assert abs(numeric * wq * chi**2 - 1) < 1e-5

# ---------- transfer of the local field factor to another size ----------
chi_six = spectral_chi(6, 2 * LENGTH, 2 * MODE, 18)
chi_six_small = spectral_chi(6, 2 * LENGTH, 2 * MODE, 16)
basis_change = abs(chi_six_small / chi_six - 1)
assert basis_change < 0.02
chi0_six = ideal_chi(6, 2 * LENGTH, 2 * MODE)
G_six = local_field(chi_six, chi0_six)
predicted_six = 1 / (1 / chi0_six - wq * (1 - G))
kf = np.pi * DENSITY
chi0_bulk = -np.log((Q + 2 * kf) / abs(Q - 2 * kf)) / (np.pi * Q)
assert abs(ideal_chi(3003, 12012.0, 2002) / chi0_bulk - 1) < 1e-3
bulk = [1 / (1 / chi0_bulk - wq * (1 - value)) for value in (G, G_six)]

print("Hartree atomic units: energy hartree, length bohr, chi 1/(hartree bohr)")
print(f"N = {N}, length = {LENGTH:.1f} bohr, density = {DENSITY:.3f} 1/bohr")
print(f"softening = {SOFT:.1f} bohr, q = {Q:.5f} 1/bohr, q/kF = {Q/kf:.4f}")
print(f"w(q) = {wq:.5f} hartree bohr")
print(f"ED e0 = {e0:.6f} hartree per particle")
print(f"chi/n = {c2:.5f} 1/hartree")
print(f"c4 = {c4:.4f} 1/hartree^3, c6 = {c6:.3f} 1/hartree^5")
print(f"ideal chi0/n = {ideal[2]:.5f} 1/hartree")
print(f"ideal c4 = {ideal[4]:.4f} 1/hartree^3, c6 = {ideal[6]:.3f} 1/hartree^5")
print(f"chi0 = {chi0:.6f}, chi = {chi:.6f} 1/(hartree bohr)")
print(f"RPA chi (G=0) = {1/(1/chi0-wq):.6f} 1/(hartree bohr)")
print(f"G(q) exact for N=3 = {G:.5f} (dimensionless)")
print(f"n_q at A=0.05 hartree: ED {density_test:.7f}, series {density_series:.7f} 1/bohr")
print(f"A=0.005 hartree: effective amplitude = {effective:.7f} hartree")
print(f"  n_q interacting {density_small:.8f}, ideal {density_ideal:.8f} 1/bohr")
print(f"Design error per energy = {SIGMA:.1e} hartree per particle")
print(f"two-run best A = {a_two:.5f} hartree; ideal pilot {best_two(ideal[4]):.5f}")
print("  rms slope error at 0.7, 1, 1.4 times best A (1/hartree):",
      " ".join(f"{v:.5f}" for v in rms_two))
print(f"  formula at best A = {formula_two:.5f} 1/hartree")
print(f"three-run t = {t_best:.4f}, amplitude ratio = {np.sqrt(t_best):.4f}, g = {g_best:.3f}")
print(f"three-run best largest A = {a_three:.5f} hartree; pilot {best_three(ideal[6]):.5f}")
print("  rms slope error at 0.7, 1, 1.5 times best A (1/hartree):",
      " ".join(f"{v:.5f}" for v in rms_three))
print(f"  formula at best A = {formula_three:.5f} 1/hartree")
print(f"DMC: time step {TAU:.2f} 1/hartree, {WALKERS} walkers per amplitude")
print(f"  {WARMUP} warm-up moves, {BLOCKS} blocks of {BLOCK}, acceptance {accepted:.4f}")
print("A (hartree); beta, gamma; energies per particle (hartree):")
for i, amp in enumerate(AMPS):
    print(f"  A={amp:.2f} beta={fits[i].x[0]:.4f} gamma={fits[i].x[1]:.4f} "
          f"VMC={e_var[i]:.6f} DMC={e_dmc[i]:.6f} +/- {error[i]:.6f} ED={e_exact[i]:.6f}")
print("Fits to four DMC energies; chi in 1/(hartree bohr), G dimensionless:")
for name, estimate, spread, bias, g_fit, g_error, g_bias in results:
    print(f"  {name}: chi={estimate:.5f} +/- {spread:.5f}, truncation bias={bias:.5f}")
    print(f"    G={g_fit:.4f} +/- {g_error:.4f}, truncation bias={g_bias:.4f}")
print("Size transfer at the same density and q; chi in 1/(hartree bohr):")
print(f"  N=6: chi0={chi0_six:.5f}, chi={chi_six:.5f}, G={G_six:.5f}")
print(f"  N=6 relative change of chi, 16 to 18 orbitals = {basis_change:.2e}")
print(f"  N=6 chi predicted with G of N=3 = {predicted_six:.5f}")
print(f"  infinite ideal chi0 = {chi0_bulk:.5f}")
print(f"  infinite chi estimated with G of N=3: {bulk[0]:.5f}, of N=6: {bulk[1]:.5f}")
print("all assertions hold")
```

Printed output:

```
Hartree atomic units: energy hartree, length bohr, chi 1/(hartree bohr)
N = 3, length = 12.0 bohr, density = 0.250 1/bohr
softening = 1.0 bohr, q = 1.04720 1/bohr, q/kF = 1.3333
w(q) = 0.78744 hartree bohr
ED e0 = -0.034201 hartree per particle
chi/n = -1.55513 1/hartree
c4 = 4.0471 1/hartree^3, c6 = -35.711 1/hartree^5
ideal chi0/n = -1.82378 1/hartree
ideal c4 = 6.9088 1/hartree^3, c6 = -85.543 1/hartree^5
chi0 = -0.455945, chi = -0.388783 1/(hartree bohr)
RPA chi (G=0) = -0.335494 1/(hartree bohr)
G(q) exact for N=3 = 0.51884 (dimensionless)
n_q at A=0.05 hartree: ED -0.0191943, series -0.0191946 1/bohr
A=0.005 hartree: effective amplitude = 0.0042636 hartree
  n_q interacting -0.00194366, ideal -0.00194369 1/bohr
Design error per energy = 5.0e-05 hartree per particle
two-run best A = 0.06465 hartree; ideal pilot 0.05656
  rms slope error at 0.7, 1, 1.4 times best A (1/hartree): 0.03522 0.02350 0.03211
  formula at best A = 0.02392 1/hartree
three-run t = 0.3820, amplitude ratio = 0.6180, g = 31.416
three-run best largest A = 0.15621 hartree; pilot 0.13504
  rms slope error at 0.7, 1, 1.5 times best A (1/hartree): 0.02350 0.01286 0.02201
  formula at best A = 0.01407 1/hartree
DMC: time step 0.05 1/hartree, 400 walkers per amplitude
  800 warm-up moves, 18 blocks of 400, acceptance 0.9948
A (hartree); beta, gamma; energies per particle (hartree):
  A=0.00 beta=0.2596 gamma=0.0000 VMC=-0.033383 DMC=-0.034137 +/- 0.000060 ED=-0.034201
  A=0.06 beta=0.2553 gamma=0.1260 VMC=-0.038357 DMC=-0.039686 +/- 0.000065 ED=-0.039749
  A=0.10 beta=0.2480 gamma=0.2079 VMC=-0.047093 DMC=-0.049159 +/- 0.000118 ED=-0.049380
  A=0.16 beta=0.2335 gamma=0.3255 VMC=-0.067865 DMC=-0.071836 +/- 0.000119 ED=-0.071830
Fits to four DMC energies; chi in 1/(hartree bohr), G dimensionless:
  quadratic: chi=-0.36719 +/- 0.00131, truncation bias=0.02228
    G=0.3268 +/- 0.0110, truncation bias=-0.1986
  quartic: chi=-0.38040 +/- 0.00525, truncation bias=0.00160
    G=0.4468 +/- 0.0441, truncation bias=-0.0135
Size transfer at the same density and q; chi in 1/(hartree bohr):
  N=6: chi0=-0.47862, chi=-0.40815, G=0.54184
  N=6 relative change of chi, 16 to 18 orbitals = 3.48e-03
  N=6 chi predicted with G of N=3 = -0.40515
  infinite ideal chi0 = -0.48921
  infinite chi estimated with G of N=3: -0.41271, of N=6: -0.41582
all assertions hold
```
